# Solving the Becke-Roussel exchange-hole equation by bracketed Newton iteration

For the hydrogen atom at a distance of 1.5 bohr from the nucleus, the Becke-Roussel equation has the root \(x=3\). Newton's method applied to the equation in its original form, started at \(x=1\), converges instead to \(x=-0.689551\). That number satisfies the equation, yet it describes no exchange hole, because it makes a distance negative. To see where the false root comes from, and how to design a solver that cannot reach it, we need the origin of the equation.

## What the unknown means

Hartree atomic units are used, and one spin channel is treated at a time. For a single determinant of real orbitals \(\psi_i\) with spin density \(n=\sum_i\psi_i^2\), the exchange hole around an electron at \(\mathbf r\) is

\[
h(\mathbf r,\mathbf r')=\frac{1}{n(\mathbf r)}\Big[\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')\Big]^2 .
\]

It is written as a positive density; the minus sign of the missing charge enters with the energy. Orthonormality of the orbitals makes its integral over \(\mathbf r'\) equal to one. Since the Coulomb interaction depends only on the separation \(s=|\mathbf r'-\mathbf r|\), the energy needs only the average of \(h\) over directions.

Put \(\mathbf r'=\mathbf r+\mathbf s\). The sum in the bracket is

\[
n+\mathbf s\cdot\sum_i\psi_i\nabla\psi_i+\tfrac12\sum_{jk}s_js_k\sum_i\psi_i\partial_j\partial_k\psi_i+\dots
\]

The linear coefficient is \(\tfrac12\nabla n\). Square the sum and average, using \(\overline{s_js_k}=s^2\delta_{jk}/3\). Odd powers vanish, and after division by \(n\)

\[
h(s)=n+\frac{s^2}{3}\Big[\frac{|\nabla n|^2}{4n}+\sum_i\psi_i\nabla^2\psi_i\Big]+O(s^4).
\]

Let \(\tau=\sum_i|\nabla\psi_i|^2\), without a factor ½. Differentiating \(n\) twice gives \(\nabla^2n=2\tau+2\sum_i\psi_i\nabla^2\psi_i\), so the bracket equals \(\tfrac12\nabla^2n-D\) and

\[
h(s)=n+Qs^2+\dots,\qquad Q=\tfrac16(\nabla^2n-2\gamma D),\qquad D=\tau-\frac{|\nabla n|^2}{4n},
\]

with \(\gamma=1\). The factor \(\gamma\) is kept because other values are also used. The Cauchy-Schwarz inequality, \(|\sum_i\psi_i\nabla\psi_i|^2\le n\tau\), shows that \(D\ge0\).

The Becke-Roussel model replaces the hole by a normalized exponential density \((a^3/8\pi)e^{-aR}\), centred at a distance \(b\) from the reference point. With \(x=ab\), matching the value at \(s=0\) requires

\[
n=\frac{a^3e^{-x}}{8\pi}=\frac{x^3e^{-x}}{8\pi b^3}
\quad\Rightarrow\quad
b=\frac{x\,e^{-x/3}}{(8\pi n)^{1/3}} .
\]

The directional average of a smooth density \(\rho\) begins \(\rho+s^2\nabla^2\rho/6\), and \(\nabla^2e^{-aR}=(a^2-2a/R)e^{-aR}\). Matching the curvature therefore requires

\[
\frac{6Q}{n}=a^2-\frac{2a}{b}=\frac{x(x-2)}{b^2}
=\frac{x-2}{x}\,e^{2x/3}\,4\pi^{2/3}n^{2/3},
\]

where \((8\pi)^{2/3}=4\pi^{2/3}\) was used. Solving for the part that depends on \(x\) gives the original form

\[
f(x)\equiv\frac{x\,e^{-2x/3}}{x-2}=y,\qquad y=\frac{2\pi^{2/3}n^{5/3}}{3Q}.
\]

The number two has a geometrical meaning. An exponential density has negative Laplacian closer to its centre than \(2/a\) and positive Laplacian farther out. The curvature sign thus tells on which side of this sphere the reference point lies.

## Where the naive iteration goes

For hydrogen, \(n=e^{-2r}/\pi\). There is one orbital, so \(\tau=n\) and \(|\nabla n|^2=4n^2\), which gives \(D=0\). The Laplacian is \(n(4-4/r)\), and hence

\[
Q=\tfrac23 n\Big(1-\frac1r\Big),\qquad
\frac1y=\frac{3Q}{2\pi^{2/3}n^{5/3}}=\frac{1-1/r}{(\pi n)^{2/3}}=\Big(1-\frac1r\Big)e^{4r/3}.
\]

At \(r=1.5\) this is \(1/y=2.463\). At the starting point \(x=1\) we have \(f=-e^{-2/3}\) and \(f'=-\tfrac43e^{-2/3}\). The first Newton step gives

\[
x_1=1-\frac{f(1)-y}{f'(1)}
=1-\frac34\big(1+y\,e^{2/3}\big)
=1-\frac34\Big(1+\frac{1.948}{2.463}\Big)\approx-0.34 .
\]

The wanted root lies across the pole at \(x=2\). On the near side \(f\) is negative and decreasing, so an iteration seeking a positive value is sent left, away from the pole and through zero.

The form has a second fault. At \(r=1\) the curvature vanishes and \(y\) diverges, although nothing singular happens to the hole: \(x\) passes smoothly through two. Both faults suggest taking the reciprocal:

\[
g(x)\equiv\frac{x-2}{x}e^{2x/3}=q,\qquad q=\frac{3Q}{2\pi^{2/3}n^{5/3}} .
\]

Now \(Q=0\) simply means \(q=0\) and \(x=2\). Writing \(g=(1-2/x)e^{2x/3}\) and differentiating,

\[
g'=e^{2x/3}\Big[\frac2{x^2}+\frac23-\frac4{3x}\Big]
=\frac23e^{2x/3}\,\frac{x^2-2x+3}{x^2}.
\]

The numerator is \((x-1)^2+2\), which is positive. On \(x>0\), \(g\) therefore rises steadily from \(-\infty\) to \(+\infty\). For every finite \(q\) there is exactly one positive root, and since \(g(2)=0\), it lies below two for \(Q<0\) and above two for \(Q>0\).

On \(x<0\), \(g\) also rises steadily, from zero at \(-\infty\) to \(+\infty\) at \(0^-\). Each positive \(q\) thus has one negative root as well, and negative \(q\) has none. This is the false root of the opening. It gives \(b<0\) with \(a=x/b>0\), and must be excluded.

## Why the reciprocal alone is not enough

Removing the pole at two leaves two ways for a poor start to fail or waste time.

For a small root, \(g\approx-2/x\), and the root is \(x_r\approx2/|q|\). The Newton step for this leading form is

\[
x_{\rm new}=x-\frac{-2/x-q}{2/x^2}=2x+\frac{q x^2}{2}=x\Big(2-\frac{x}{x_r}\Big).
\]

A start at more than twice the root becomes negative. This situation occurs near a nucleus, where the cusp of exact all-electron orbitals drives \(Q\) to \(-\infty\). Gaussian orbitals have no cusp, and \(q\) levels off at a large, basis-dependent value instead: for the majority spin of the nitrogen atom treated below, about \(-46\) in cc-pVTZ and \(-92\) in cc-pVQZ.

For a large root, starting at \(x=2\) is safe in sign but inefficient. There \(g'(2)=\tfrac12e^{4/3}\), so the first iterate is \(2+2c\), with \(c=qe^{-4/3}\). The root itself grows only logarithmically with \(q\). On the far exponential branch, \((g-q)/g'\approx3/2\), so the iteration returns in steps of about 1.5. The number of steps then grows in proportion to \(q\), provided that the exponential has not already overflowed. This is the situation in a density tail.

The cure is a bracket that follows the root in both limits, with a rule for choosing the end at which to start.

## The bracket

Take first \(q\le0\) and set \(p=-q\). The equation is \((2-x)e^{2x/3}/x=p\) with \(0<x\le2\), where \(1\le e^{2x/3}\le e^{4/3}\). Replacing the exponential by its smallest value gives \((2-x)/x\le p\); replacing it by its largest gives \((2-x)/x\ge pe^{-4/3}\). Solving each for \(x\),

\[
\frac{2}{1+p}\le x\le\frac{2}{1+p\,e^{-4/3}} .
\]

For \(q>0\) the root exceeds two. Because \(1-2/x<1\), we also have \(e^{2x/3}>q\), so

\[
x\ge\max\big(2,\tfrac32\ln q\big).
\]

For an upper end, put \(x=2+t\), which turns the equation into \(t\,e^{2t/3}=(2+t)c\). Try \(T=\tfrac32\ln(1+2c)\), for which \(e^{2T/3}=1+2c\). The value \(2+T\) is an upper bound if \(T(1+2c)\ge(2+T)c\), that is, if

\[
T\ge\frac{2c}{1+c}.
\]

Both sides vanish at \(c=0\). Their derivatives are \(3/(1+2c)\) and \(2/(1+c)^2\), and the first is larger because \(3(1+c)^2-2(1+2c)=1+2c+3c^2>0\). The bound therefore holds for all \(c>0\):

\[
x\le2+\tfrac32\ln(1+2c).
\]

The useful ends stay close to the root at both extremes. For large \(c\), the root obeys \(e^{2t/3}=c(1+2/t)\), so the upper end exceeds it by an amount that tends to \(\tfrac32\ln2\approx1.04\). For large \(p\), expansion at small \(x\) gives \(p\approx2/x+1/3\), or \(x\approx2/(p-1/3)\). The lower end \(2/(p+1)\) then has a relative error of about \(4/(3p)\), which tends to zero.

## Which end to start from

Newton's method approaches a root from one side if the function has the right curvature between the start and the root. Another derivative gives

\[
g''=\frac23e^{2x/3}\Big[\frac23\Big(1-\frac2x+\frac3{x^2}\Big)+\frac2{x^2}-\frac6{x^3}\Big]
=\frac{4e^{2x/3}}{9x^3}\big(x^3-2x^2+6x-9\big).
\]

The cubic always increases, since its derivative \(3x^2-4x+6\) has negative discriminant. It has one real zero, \(x_*=1.656968\), where \(g(x_*)=-0.624830\). Thus \(g\) is concave on \((0,x_*)\) and convex beyond.

If \(q\ge g(x_*)\), the root \(x_r\) is at or above \(x_*\). Start at the upper end. On the convex branch the tangent at \(x\) lies below the curve, so

\[
q=g(x_r)\ge g(x)+g'(x)(x_r-x)
\quad\Rightarrow\quad
x_{\rm new}=x-\frac{g(x)-q}{g'(x)}\ge x_r .
\]

Also \(x_{\rm new}\le x\), because \(g(x)\ge q\). The iterates decrease and are bounded by the root. Their limit must have zero step, hence it is the root.

If \(q<g(x_*)\), start at the lower end. The curve between start and root is concave, both inequalities reverse, and the iterates rise to the root. The side of two is set by the sign of \(Q\), but the starting end changes at \(x_*\), not at two. A root between 1.657 and 2 is approached from above.

The complete procedure is short:

1. Compute \(q\) and its bracket, and choose the starting end by comparing \(q\) with \(-0.624830\).
2. Compute the Newton step. If its size is at most \(10^{-12}x\), take it and stop.
3. Otherwise replace the upper end by \(x\) if \(g(x)>q\), and the lower end if not.
4. Accept the Newton value if it lies in the bracket; if not, take the midpoint. Return to step 2.

In exact arithmetic the midpoint is never needed. It remains as a guard against rounding. Because \(g'>0\), the step always points away from the end just replaced in step 3. The trial value can therefore leave the bracket only through the other end, when the bracket is already narrower than the step, and the midpoint then loses nothing.

A sweep over 521 known roots from \(10^{-8}\) to 600, including values within \(10^{-12}\) of two, needed at most six Newton steps and no bisection. The largest relative error was \(3.3\times10^{-16}\).

## From the root to an energy

Once \(x\) is known, the matching condition gives \(b\). The potential at the reference point is that of a spherical charge, composed of the part inside radius \(b\) and the shells outside:

\[
-U=\frac1b\int_0^b\frac{a^3}{2}R^2e^{-aR}dR+\int_b^\infty\frac{a^3}{2}R\,e^{-aR}dR .
\]

The first integral is \(1-(1+x+x^2/2)e^{-x}\). The second is \(\tfrac a2(1+x)e^{-x}=\tfrac1b\,\tfrac x2(1+x)e^{-x}\). Adding them cancels the quadratic terms and leaves

\[
U=-\frac{1-(1+x/2)e^{-x}}{b},\qquad
E_X=\frac12\sum_\sigma\int n_\sigma U_\sigma\,d^3r .
\]

When \(x\to0\), the numerator tends to \(x/2\), so \(U\to-a/2\), the finite potential at the centre of the exponential. When \(x\to\infty\), \(U\to-1/b\), the potential of a distant unit charge. For small \(x\), the difference \(1-e^{-x}\) should be evaluated by a routine that avoids cancellation.

## Hydrogen on both sides of two

Substituting \(x=2r\) in \(g\) gives \((1-1/r)e^{4r/3}\), which is the hydrogen value of \(q\) found above. Uniqueness makes this the root. Then \(a^3=8\pi n e^{2r}=8\), so \(a=2\) and \(b=r\). The model hole is the 1s density itself, centred on the nucleus wherever the reference electron is.

At \(r=0.5\), \(q=-e^{2/3}=-1.947734\). The bracket is \([0.678487,1.321513]\), and \(q<-0.624830\) selects the lower end. The iterates are

0.678487, 0.911143, 0.994259, 0.999978, 1.000000.

At \(r=1.5\), \(q=e^2/3=2.463019\). The bracket is \([2,3.248378]\), and the upper end leads to

3.248378, 3.019901, 3.000132, 3.000000.

The speed can be read from the local error law \(e_{\rm new}\approx(g''/2g')e^2\), obtained by expanding the Newton step about the root. At \(x=3\) the derivatives give a coefficient of \(1/3\). An error of \(1.317\times10^{-4}\) should therefore become \(5.78\times10^{-9}\), as the twelve-decimal iterates in the numerical output show. At \(x=1\) the coefficient is \(-2/3\); the negative sign agrees with the approach from below.

At \(r=1\), the curvature is zero and the solver returns \(x=2\), with \(U=-0.729329\) hartree. The original form has no finite right-hand side there.

The energy integral can be done by hand. With \(4\pi r^2n=4r^2e^{-2r}\) and \(U=-[1-(1+r)e^{-2r}]/r\),

\[
E_X=-2\int_0^\infty\big[r e^{-2r}-(r+r^2)e^{-4r}\big]dr
=-2\Big[\frac14-\frac1{16}-\frac1{32}\Big]=-\frac5{16}.
\]

The empty spin channel contributes nothing. Integration with the numerical root gives \(-0.31250000\) hartree, or \(-8.50356\) eV. A separate electrostatic integration of the 1s density gives \(+0.31250000\) hartree for the Hartree self-repulsion. The two cancel, as they must for one electron.

This exactness belongs to the exponential density. Every one-electron state with a real orbital has \(D=0\), but its hole is its own density, which need not be a single exponential. With two separated centres, for example, the model still supplies one centre.

## Where the hole is no longer exact

Hydrogen cannot test the term containing \(D\). The free nitrogen atom can. From unrestricted Hartree-Fock orbitals in the cc-pVQZ basis, the majority-spin hole was averaged directly over small spheres around a point 0.7071 bohr from the nucleus. The resulting curvature was \(-0.681123\) atomic units; the formula for \(Q\) with \(\gamma=1\) gave \(-0.681124\).

With the same orbitals, the exchange energy is \(-6.607\) hartree (\(-179.8\) eV). The Becke-Roussel value for \(\gamma=1\) is \(-6.634\) hartree. It is too low by 0.027 hartree, or 0.74 eV, which is 0.41% of the orbital exchange. The root is solved almost to machine precision, so the solver contributes nothing noticeable to this error.

The value \(\gamma=0.8\) is suggested by the uniform gas. There \(\nabla n=0\) and \(D=\tau=\tfrac35k^2n\), with \(k^3=6\pi^2n\), so

\[
Q=-\frac{\gamma k^2n}{5},\qquad q=-\frac{3\gamma}{10}(6\pi)^{2/3}.
\]

The density drops out, and \(x\) is a constant below two. For \(\gamma=1\), \(x=0.935\) and the potential is 0.9745 of that of the true gas hole. For \(\gamma=0.8\), \(x=1.102\) and the ratio is 0.9996. The better potential is bought by giving up the true curvature.

In nitrogen the same change, with orbitals held fixed, raises the size of the error to 1.19%. Its direction can be proved. At fixed \(n\), \(-U\) is proportional to \(e^{x/3}[1-(1+x/2)e^{-x}]/x\). Its derivative has the sign of

\[
\Big(\frac x3-1\Big)e^x+1+\frac{2x}{3}+\frac{x^2}{3}
=\frac{x^2}{6}+\sum_{k\ge4}\frac{k-3}{3\,k!}x^k>0 .
\]

Since \(D\ge0\), a smaller \(\gamma\) cannot lower \(Q\), and hence cannot lower \(x\) or make \(U\) shallower. As the \(\gamma=1\) energy of nitrogen is already too low, \(\gamma=0.8\) cannot improve it.

Both sides of two matter in this atom: about 3.2 of the seven electrons lie where \(x<2\). This count is more sensitive to the integration grid than the energy is. The grid used for the energies gives 3.06 in cc-pVTZ and 3.29 in cc-pVQZ, whereas a fine radial integration gives 3.13 and 3.24, and 3.21 near the basis limit. The count integrates a step function, so a whole shell of grid points enters or leaves it when \(Q\) changes sign there, while \(U\) varies smoothly with \(Q\) through zero. From cc-pVTZ to cc-pVQZ the Becke-Roussel energy moves by only 0.0005 hartree and the orbital exchange by 0.0010 hartree. Correlation is absent from all these exchange energies; a frozen-core MP2 estimate is \(-0.096\) hartree in cc-pVTZ and \(-0.104\) hartree in cc-pVQZ. It is not converged in the basis, but both values are larger in size than the \(\gamma=1\) exchange error. Relativity is also omitted.

## Use in solids

The hole potential \(U\) is an ingredient of the Tran-Blaha modified Becke-Johnson potential, used for semiconductor band gaps. The density alone does not fix \(x\). At a spin density of 0.0158 bohr\(^{-3}\), found in hydrogen 1.5 bohr from the nucleus, hydrogen has \(x=3\), whereas a uniform gas has \(x\) near one. A crystal has varying density and overlapping orbitals, so it needs the root point by point. No gap was computed here, and the nitrogen energy error cannot be converted into a gap error.

Two limits remain in such use. Complex orbitals that carry current need an additional term in \(D\). In vacuum regions \(n^{5/3}\) becomes very small and \(q\) magnifies errors in \(Q\). In an energy integral, points below a chosen density threshold can be omitted, and the threshold varied to confirm that the result does not depend on it. In a potential they cannot simply be set to zero, because \(U\) falls off only as \(-1/b\): in hydrogen it is still \(-0.091\) hartree where the spin density is \(10^{-10}\) bohr\(^{-3}\). The remaining digits of the examples are in the numerical output.

## Computed results

```
inflection x* = 1.656968, g(x*) = -0.624830
sweep: 521 roots from 1e-08 to 600
sweep: worst relative error = 3.3e-16
sweep: most Newton steps = 6, bisections = 0
model n=0.3, Q=-0.8: x=0.50309 b=0.21695 U=-1.12118 a.u.
model n=0.05, Q=0.02: x=2.87233 b=1.02177 U=-0.84383 a.u.
model n=0.1, Q=0.0: x=2.00000 b=0.75524 U=-0.96569 a.u.
H r=0.1 bohr: n=0.260610 Q=-1.563661 x=0.200000 U=-0.993962 Ha
H r=0.5 bohr: n=0.117100 Q=-0.078066 x=1.000000 U=-0.896362 Ha
H r=1.0 bohr: n=0.043079 Q=+0.000000 x=2.000000 U=-0.729329 Ha
H r=1.5 bohr: n=0.015848 Q=+0.003522 x=3.000000 U=-0.583688 Ha
H r=4.0 bohr: n=0.000107 Q=+0.000053 x=8.000000 U=-0.249581 Ha
H r=0.5 bohr: q=-1.947734, bracket [0.678487, 1.321513]
  iterate 0: x = 0.678487262468
  iterate 1: x = 0.911143082719
  iterate 2: x = 0.994258962025
  iterate 3: x = 0.999977894089
  iterate 4: x = 0.999999999674
  iterate 5: x = 1.000000000000
  iterate 6: x = 1.000000000000
H r=1.5 bohr: q=2.463019, bracket [2.000000, 3.248378]
  iterate 0: x = 3.248378161180
  iterate 1: x = 3.019900837842
  iterate 2: x = 3.000131717777
  iterate 3: x = 3.000000005783
  iterate 4: x = 3.000000000000
  iterate 5: x = 3.000000000000
H exchange energy = -0.31250000 Ha = -8.50356 eV
H Hartree self-repulsion = 0.31250000 Ha
H r=1.5, unguarded start x=1: false root x = -0.689551
uniform gas, gamma=1.0: x=0.93487, U/U_exact=0.97449
uniform gas, gamma=0.8: x=1.10157, U/U_exact=0.99963
N cc-pvtz: UHF total energy = -54.40069 Ha
N cc-pvtz: exchange from orbitals = -6.60806 Ha = -179.815 eV
  BR gamma=1.0: -6.63381 Ha, error -0.02574 Ha = -0.701 eV (-0.39 %)
  BR gamma=0.8: -6.68555 Ha, error -0.07749 Ha = -2.109 eV (-1.17 %)
  electrons where x < 2 (gamma=1): 3.057 of 7
  frozen-core MP2 correlation = -0.09593 Ha
N cc-pvqz: UHF total energy = -54.40372 Ha
N cc-pvqz: exchange from orbitals = -6.60711 Ha = -179.789 eV
  BR gamma=1.0: -6.63428 Ha, error -0.02717 Ha = -0.739 eV (-0.41 %)
  BR gamma=0.8: -6.68593 Ha, error -0.07882 Ha = -2.145 eV (-1.19 %)
  electrons where x < 2 (gamma=1): 3.292 of 7
N basis change TZ to QZ: orbital exchange +0.00095 Ha, BR -0.00047 Ha
N hole curvature at r=0.7071 bohr: formula -0.681124, direct -0.681123 a.u.
```
